# Constant Interface Dopant Concentration in Parabolic Oxidation of Silicon, part 1

(Sections cited here and not found follow in the second part.)

## First half: the moving interface and its similarity solution

### The physical question

A silicon wafer with a uniform dopant density is heated in steam. Oxide grows at the silicon surface, and the boundary between oxide and silicon moves into the wafer. The silicon it passes is converted into oxide, and the dopant in that silicon must go somewhere. Part of it is built into the new oxide. The rest stays on the silicon side and diffuses away from the boundary. If the oxide takes up more dopant than the consumed silicon supplies, the difference is drawn from the silicon ahead of the boundary.

The boundary slows down as the oxide thickens, while the disturbed layer in the silicon widens. Does the dopant density on the silicon side of the interface keep changing, or does it settle? The answer depends on the growth law. For growth that is parabolic from the start, the density is constant from the first instant if the dopant does not diffuse in the oxide, or if the outer surface of the oxide is either sealed or lets dopant escape freely. For growth that is linear at first and parabolic later, it approaches the same constant, as is shown below for an oxide in which the dopant does not diffuse. The first half finds the constant; the second half finds the approach.

### Model and conventions

The problem is one-dimensional. The initial dopant density in the silicon is \(C_b\). The diffusivity \(D\) in silicon is taken as constant in space and time. This requires that \(C\) stays well below the intrinsic carrier density and that point defects created by oxidation do not alter \(D\). The wafer is much thicker than the diffusion length. No dopant is trapped in the interface plane.

Oxide of thickness \(X\) has consumed silicon of thickness \(\alpha X\), with \(\alpha\simeq0.44\), because oxide takes up more room than the silicon it came from. Let \(x\) be the depth in the silicon lattice, measured from the original surface. The interface lies at
\[
s(t)=\alpha X(t),
\]
and the silicon occupies \(x>s\). The silicon lattice is at rest in this coordinate, so
\[
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2},\qquad C\to C_b\quad(x\to\infty).
\]

Oxide already formed is pushed outward as a rigid layer by the oxide forming beneath it. Its natural coordinate \(y\) is therefore fixed in the oxide and measured from its outer surface towards the silicon. The oxide occupies \(0<y<X(t)\), and with dopant density \(C_{ox}\) and diffusivity \(D_{ox}\),
\[
\frac{\partial C_{ox}}{\partial t}=D_{ox}\frac{\partial^2C_{ox}}{\partial y^2}.
\]
No drift term appears in either equation, because each coordinate moves with its own material. The interface moves at speed \(\dot s=\alpha\dot X\) in the first frame and at \(\dot X\) in the second.

At the interface the two densities are taken to be in local equilibrium, with segregation coefficient
\[
m=\frac{C_s}{C_{ox}(X,t)},\qquad C_s(t)=C(s,t).
\]
A large \(m\) means that the dopant prefers silicon.

### The dopant budget at the interface

Both \(x\) and \(y\) increase from the oxide towards the silicon. The dopant flux in that direction, measured relative to the moving interface, is the diffusive flux minus the density times the interface speed. On the two sides it is
\[
J_{Si}=-D\frac{\partial C}{\partial x}-C_s\dot s,\qquad
J_{ox}=-D_{ox}\frac{\partial C_{ox}}{\partial y}-\frac{C_s}{m}\dot X .
\]
The interface stores nothing, so \(J_{Si}=J_{ox}\). Changing all signs gives
\[
D\frac{\partial C}{\partial x}+C_s\dot s
=D_{ox}\frac{\partial C_{ox}}{\partial y}+\frac{C_s}{m}\dot X. \tag{1}
\]
On the left are the supply by diffusion from the silicon and the supply from silicon being consumed. On the right are the diffusive flux outward through the oxide and the uptake by new oxide.

A simple case checks the geometry. If nothing diffuses in the oxide and the silicon is flat, (1) reduces to \(\alpha=1/m\). Dopant from a layer of thickness \(\alpha\) then just fills oxide of unit thickness at its equilibrium density. The neutral condition is thus \(\alpha m=1\), not \(m=1\).

### Profiles for purely parabolic growth

Let
\[
X=\sqrt{Bt},\qquad s=\alpha\sqrt{Bt}.
\]
There is no fixed length in this growth law. In the silicon, try a profile that depends on
\[
\eta=\frac{x}{2\sqrt{Dt}}
\]
alone. The interface then sits at a constant value of \(\eta\),
\[
\lambda=\frac{s}{2\sqrt{Dt}}=\frac{\alpha}{2}\sqrt{\frac BD}.
\]
Write \(C=f(\eta)\). Since \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\),
\[
\frac{\partial C}{\partial t}=-\frac{\eta}{2t}f',\qquad
D\frac{\partial^2C}{\partial x^2}=\frac{1}{4t}f''.
\]
The diffusion equation becomes \(f''+2\eta f'=0\). Hence \(f'\) is proportional to \(e^{-\eta^2}\), and the solution with \(f(\infty)=C_b\) and \(f(\lambda)=C_s\) is
\[
C=C_b+(C_s-C_b)\frac{\operatorname{erfc}\eta}{\operatorname{erfc}\lambda}. \tag{2}
\]
At any fixed \(x>0\), \(\eta\to\infty\) as \(t\to0\), so (2) starts from the uniform wafer.

The gradient at the interface follows from \((\operatorname{erfc}\eta)'=-2e^{-\eta^2}/\sqrt\pi\):
\[
D\left.\frac{\partial C}{\partial x}\right|_s
=-(C_s-C_b)\,G\sqrt{\frac Dt},\qquad
G=\frac{e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erfc}\lambda}. \tag{3}
\]
The factor 2 from the derivative of erfc has cancelled the 2 in \(\partial\eta/\partial x\).

In the oxide the corresponding variable is \(\zeta=y/(2\sqrt{D_{ox}t})\). The interface lies at
\[
\Lambda=\frac12\sqrt{\frac B{D_{ox}}},
\]
and the equation is again \(g''+2\zeta g'=0\), so \(g'=Ke^{-\zeta^2}\). Two conditions at the outer surface contain no new length or time and therefore preserve the similarity form.

If the surface is sealed, \(g'(0)=0\). Then \(K=0\), and the oxide is uniform at \(C_s/m\) whatever the value of \(D_{ox}\). No diffusive flux reaches the interface from the oxide side.

If dopant escapes freely, \(g(0)=0\), and
\[
C_{ox}=\frac{C_s}{m}\frac{\operatorname{erf}\zeta}{\operatorname{erf}\Lambda}.
\]
The diffusive term in (1) is then
\[
D_{ox}\left.\frac{\partial C_{ox}}{\partial y}\right|_X
=\frac{C_s}{m}\sqrt{\frac{D_{ox}}t}\,\frac{e^{-\Lambda^2}}{\sqrt\pi\operatorname{erf}\Lambda}.
\]
It is convenient to compare it with the uptake by growth, \((C_s/m)\dot X\). Since \(\Lambda=\tfrac12\sqrt{B/D_{ox}}\), the growth rate can be written \(\dot X=\tfrac12\sqrt{B/t}=\Lambda\sqrt{D_{ox}/t}\). The ratio of the two terms is therefore
\[
E=\frac{e^{-\Lambda^2}}{\sqrt\pi\,\Lambda\operatorname{erf}\Lambda}, \tag{4}
\]
and the right side of (1) is \((C_s/m)\dot X(1+E)\). For a sealed surface \(E=0\). An impermeable oxide also has \(E=0\), since \(E\to0\) when \(\Lambda\to\infty\).

### The constant interface density

The interface speed in the silicon frame is \(\dot s=\lambda\sqrt{D/t}\), and \(\dot X=\dot s/\alpha\). Inserting these and (3) in (1) gives
\[
-(C_s-C_b)G\sqrt{\frac Dt}+C_s\lambda\sqrt{\frac Dt}
=\frac{C_s}{\alpha m}(1+E)\lambda\sqrt{\frac Dt}.
\]
Every term carries the same factor \(\sqrt{D/t}\). Time cancels, which is why a constant \(C_s\) can satisfy the budget at all times. Collecting the terms in \(C_s\),
\[
C_bG=C_s\left[G-\lambda+\frac{\lambda}{\alpha m}(1+E)\right].
\]
Divide by \(GC_s\) and define \(R=\lambda/G\). The constant value, written \(C_*\) from here on, obeys
\[
\boxed{\frac{C_b}{C_*}=1-R+\frac{R}{\alpha m}(1+E)},\qquad
R=\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erfc}\lambda. \tag{5}
\]

The size of \(R\) decides whether this is a sensible density. In the definition of erfc put \(u=\lambda+v/(2\lambda)\):
\[
R=2\lambda e^{\lambda^2}\int_\lambda^\infty e^{-u^2}du
=\int_0^\infty e^{-v-v^2/(4\lambda^2)}dv. \tag{6}
\]
The integrand is positive and smaller than \(e^{-v}\) for \(v>0\), so \(0<R<1\). It also grows with \(\lambda\) at every \(v>0\), so \(R\) rises steadily from 0 to 1. The right side of (5) is therefore positive, and \(C_*\) exists and is unique for every positive \(m\).

### What the formula says

For \(E=0\), equation (5) is a weighted mean of reciprocals:
\[
\frac1{C_*}=(1-R)\frac1{C_b}+R\,\frac1{\alpha mC_b}.
\]
The interface density lies between \(C_b\) and \(\alpha mC_b\). If diffusion in silicon is fast compared with growth, \(\lambda\) and \(R\) are small. When \(R\) is small compared with \(\alpha m\) as well as with 1, \(C_*\) is close to \(C_b\): the wafer evens out any excess or deficit. If diffusion is slow, \(R\) is close to 1. When \(1-R\) is small compared with \(1/(\alpha m)\) as well as with 1, \(C_*\) is close to \(\alpha mC_b\). The oxide density is then \(C_*/m\simeq\alpha C_b\), so new oxide carries nearly the dopant of the silicon it replaced.

Dopant piles up in the silicon when \(C_*>C_b\), that is, when the right side of (5) is below 1. This requires
\[
\alpha m>1+E. \tag{7}
\]
Escape through the oxide raises the threshold. For small \(\Lambda\), \(\operatorname{erf}\Lambda\simeq2\Lambda/\sqrt\pi\), and (4) gives \(E\simeq1/(2\Lambda^2)=2D_{ox}/B\). A dopant that crosses the oxide quickly and escapes can therefore be depleted even though it prefers silicon.

A permeable oxide alone does not have this effect; there must also be loss at the outer surface. A numerical solution of the dopant budgets in both layers separates the two. It takes \(m=10\), \(D_{ox}=0.5\ \mu\mathrm m^2/\mathrm h\), \(B=0.5\ \mu\mathrm m^2/\mathrm h\), \(D=0.05\ \mu\mathrm m^2/\mathrm h\) and \(\alpha=0.44\), and is started from uniform densities and run until the oxide is very thick. Here \(E=1.69\). With free escape, the numerical solution and (5) both give \(C_*=1.339\,C_b\). With a sealed surface and the same \(D_{ox}\), both give \(2.011\,C_b\).

### A check by total dose

The budget (1) is local. For a sealed or impermeable oxide the same result must follow from the total amount of dopant. The oxide holds \(C_*X/m\) per unit area. The excess in the silicon is the integral of \(C-C_b\) from \(s\) to infinity. Integration by parts gives
\[
\int_\lambda^\infty\operatorname{erfc}\eta\,d\eta
=\frac{e^{-\lambda^2}}{\sqrt\pi}-\lambda\operatorname{erfc}\lambda ,
\]
and with \(dx=2\sqrt{Dt}\,d\eta\) the excess is
\[
Q_{Si}=2\sqrt{Dt}\,(C_*-C_b)(G-\lambda). \tag{8}
\]
The consumed silicon supplied \(C_bs\), so conservation requires
\[
\frac{C_*X}{m}+Q_{Si}=C_bs. \tag{9}
\]
Divide by \(2\sqrt{Dt}\), using \(s/(2\sqrt{Dt})=\lambda\) and \(X=s/\alpha\):
\[
\frac{C_*\lambda}{\alpha m}+(C_*-C_b)(G-\lambda)=C_b\lambda .
\]
The terms \(+C_b\lambda\) on both sides cancel, leaving \(C_*[G-\lambda+\lambda/(\alpha m)]=C_bG\), which is (5) with \(E=0\). Both the oxide dose and the silicon excess grow as \(\sqrt t\). A constant interface density therefore does not mean that redistribution has stopped.

### Where pure parabolic growth fails

The law \(X=\sqrt{Bt}\) has an infinite growth rate at \(t=0\). In a thin oxide the reaction at the interface limits the rate, and this adds a length to the growth law. The terms of (1) then no longer share one power of time, and \(C_s\) is in general not constant from the start. An exception is the neutral case \(\alpha m=1\) with an impermeable oxide, where the silicon stays flat. Whether it approaches \(C_*\), and how fast, has to be derived.

## Second half: approach to the plateau and a worked case

### Symbols and results carried over

The oxide thickness is \(X\), the consumed silicon \(s=\alpha X\), the dopant density in silicon \(C\), its initial value \(C_b\), and its value at the interface \(C_s\). The segregation coefficient is \(m=C_s/C_{ox}\), with both densities taken at the interface. Diffusivities are \(D\) in silicon and \(D_{ox}\) in oxide, and \(B\) is the parabolic rate constant. Further,
\[
\lambda=\frac\alpha2\sqrt{\frac BD},\qquad
G=\frac{e^{-\lambda^2}}{\sqrt\pi\operatorname{erfc}\lambda},\qquad
R=\frac\lambda G,\qquad 0<R<1 .
\]
For pure parabolic growth with an impermeable oxide, the interface density has the constant value \(C_*\) given by \(C_b/C_*=1-R+R/(\alpha m)\), and the silicon profile is \(C_b+(C_*-C_b)\operatorname{erfc}\eta/\operatorname{erfc}\lambda\). This half assumes an impermeable oxide throughout the derivation.

### A shift that restores the parabola

Linear-parabolic growth follows
\[
X^2+AX=B(t+\tau),
\]
where \(A\) is a length and \(\tau\) accounts for oxide present at \(t=0\). Adding \(A^2/4\) to both sides completes the square:
\[
\left(X+\frac A2\right)^2=BT,\qquad T=t+\tau+\frac{A^2}{4B}. \tag{10}
\]
Now shift the depth coordinate as well, \(\tilde x=x+\alpha A/2\). The interface is at
\[
\tilde s=\alpha\left(X+\frac A2\right)=\alpha\sqrt{BT}=2\lambda\sqrt{DT}.
\]
The diffusion equation is unchanged by shifts of position and time. With an impermeable oxide, the interface budget involves only the speed of the interface and not the position of the outer surface:
\[
D\frac{\partial C}{\partial x}=\left(\frac1{\alpha m}-1\right)\dot s\,C_s. \tag{11}
\]
The silicon therefore sees a true parabolic interface at all times. The sole difference from the first half is the start. If oxidation begins at thickness \(X_i\) on uniformly doped silicon, the uniform profile is imposed at
\[
T_i=\frac{(X_i+A/2)^2}{B}
\]
and not at \(T=0\). For a permeable oxide this argument fails, because after the matching shift in \(y\) the outer surface lies at the fixed distance \(A/2\) from the origin, and a fixed length remains in the problem.

For purely parabolic growth, the interface density has the constant value \(C_*\) if the oxide is impermeable or its outer surface is either sealed or lets dopant escape freely; for an impermeable oxide, a shift of time and depth turns linear-parabolic growth into the same parabolic problem with a later, uniform start. It remains to show that the deviation caused by this start dies out, to find how fast, and to work out the case of phosphorus and boron.
